# Amino rotation in B(NH2)3 and H2BNH2: sharing one boron orbital

## Problem

In H₂BNH₂ the nitrogen lone pair can donate into the empty boron p orbital perpendicular to the molecular plane. In B(NH₂)₃ three lone pairs face the same orbital. Compute the barrier for turning one amino group about its B–N bond in each molecule, at the same level of theory. Decide how much of any difference comes from competition for the empty orbital.

Take the plane of boron and its three neighbours as \(z=0\). An amino group is "in place" when its lone pair is parallel to the boron \(p_z\) orbital, and "turned" when it has been rotated by 90° about its B–N bond. A barrier is the electronic energy of the saddle point minus that of the minimum, for an isolated molecule and without vibrational energy.

## A tempting solution

Let each lone pair have energy 0 and the empty boron orbital energy \(D>0\), and let \(-b\) be the coupling between them. Second-order perturbation theory lowers a lone-pair orbital by \(b^2/D\). With two electrons in it, the gain is

\[
s=\frac{2b^2}{D}.
\]

Turning the group sets the coupling to zero and costs \(s\). With three donors the total gain is \(3s\), and after one has turned it is \(2s\). The cost is again \(3s-2s=s\). The barrier therefore appears to belong to the B–N bond, and it should be enough to compute it once, in the smaller molecule. An MP2 calculation on H₂BNH₂, specified below, gives 140 kJ/mol, so B(NH₂)₃ is assigned 140 kJ/mol as well.

## Where it fails

The faulty step is the addition of the three gains. Second-order theory treats the boron orbital as equally available to each donor, however much the others have already mixed with it. The same model can be solved without that approximation.

Let donor \(i\) be twisted by \(\theta_i\), so that its coupling is \(-b\cos\theta_i\). The orbitals are taken as orthonormal, and the donors do not couple to one another. Define

\[
C=\sum_{i=1}^{n}\cos^2\theta_i,\qquad
|g\rangle=\frac{1}{\sqrt C}\sum_{i=1}^{n}\cos\theta_i\,|d_i\rangle ,
\]

for \(C>0\). The factor \(1/\sqrt C\) normalises \(|g\rangle\). Its coupling to the acceptor \(|a\rangle\) is

\[
\langle a|H|g\rangle=\frac{1}{\sqrt C}\sum_i\cos\theta_i\,(-b\cos\theta_i)=-b\sqrt C .
\]

A donor combination \(\sum_i u_i|d_i\rangle\) orthogonal to \(|g\rangle\) has \(\sum_i u_i\cos\theta_i=0\). Its coupling to the acceptor, \(-b\sum_i u_i\cos\theta_i\), is then zero. So \(n-1\) donor combinations stay at energy 0, and one mixes with the acceptor. The mixed levels satisfy

\[
\varepsilon(\varepsilon-D)-b^2C=0,\qquad
\varepsilon_\pm=\frac{D\pm\sqrt{D^2+4b^2C}}{2}.
\]

The \(n\) lone pairs bring \(2n\) electrons. Two occupy \(\varepsilon_-<0\), and the other \(2(n-1)\) stay at zero. The energy gained is

\[
S(C)=-2\varepsilon_-=\sqrt{D^2+4b^2C}-D .
\]

With \(n\) groups in place \(C=n\), and turning one makes \(C=n-1\). The cost is \(W_n=S(n)-S(n-1)\). Multiplying and dividing by the sum of the two roots gives

\[
W_n=\frac{4b^2}{\sqrt{D^2+4nb^2}+\sqrt{D^2+4(n-1)b^2}} .
\]

The denominator grows with \(n\), so \(W_n\) falls: the third donor is cheaper to remove than a lone one.

**Weak coupling.** For \(b\ll D\), expanding the root gives

\[
S(n)=\frac{2nb^2}{D}-\frac{2n^2b^4}{D^3}+\dots
\]

Since \(n^2-(n-1)^2=2n-1\),

\[
W_n=\frac{2b^2}{D}-\frac{2(2n-1)b^4}{D^3}+\dots
\]

The first term is the tempting answer. Competition enters in the second, which the tempting solution dropped.

**Strong coupling.** For \(b\gg D\), \(W_n\to 2b(\sqrt n-\sqrt{n-1})\), and \(W_3/W_1\to\sqrt3-\sqrt2=0.318\).

These limits bound the ratio. With \(y=4b^2/D^2\),

\[
\frac{W_3}{W_1}=\frac{\sqrt{1+y}+1}{\sqrt{1+3y}+\sqrt{1+2y}} .
\]

For \(y>0\) this is below 1, because each root in the denominator exceeds the corresponding term in the numerator. Also \(\sqrt{1+3y}<\sqrt3\sqrt{1+y}\) and \(\sqrt{1+2y}<\sqrt2\sqrt{1+y}\), so the ratio exceeds \(1/(\sqrt3+\sqrt2)=\sqrt3-\sqrt2\).

As an illustration with round parameters, take \(D=8\) eV and \(b=3\) eV. Then \(D^2=64\) eV² and \(4b^2=36\) eV², so

\[
W_1=\sqrt{100}-8=2.000,\quad
W_2=\sqrt{136}-\sqrt{100}=1.662,\quad
W_3=\sqrt{172}-\sqrt{136}=1.453
\]

in eV, and \(W_3/W_1=0.73\). These parameters are not fitted to either molecule.

The model shows that the barrier cannot simply be transferred. It does not supply the new barrier, because it leaves out repulsion between electrons, the \(\sigma\) bonds, contacts between groups and changes of geometry. Both molecules must be computed.

## The two barriers

Geometries are optimised with density-fitted restricted Hartree–Fock (RHF) in the 6-31G* basis with spherical d functions. All-electron MP2 energies in the same basis are then computed at these geometries.

The saddle is sought with \(z=0\) as a mirror plane. The hydrogens of the turned group lie above and below it, and the other atoms lie in it. For a displacement \(q\) that is odd under reflection, \(E(q)=E(-q)\), so \(\partial E/\partial q=0\) at \(q=0\). Minimising over the mirror-even coordinates therefore gives a stationary point of the whole molecule. The curvatures along the odd displacements then show whether it is a rotation saddle. In both molecules one of them is negative, and the twist of the amino group has its largest share in that mode.

The planar form of H₂BNH₂ has no negative out-of-plane curvature. The planar form of B(NH₂)₃ has two, so at this level it is not a minimum. Relaxing it along one of these modes gains 0.4 kJ/mol and makes the nitrogen of the turning group slightly pyramidal, with an angle sum of 355.8°. This relaxed form is the reference for the barrier. Its own curvatures were not computed, so a slightly lower form is not excluded.

The RHF barriers follow from the total energies, with 1 hartree = 2625.5 kJ/mol:

\[
\begin{aligned}
\text{H}_2\text{BNH}_2:&\quad -81.441203+81.488026=0.046823\ \text{hartree}=122.9\ \text{kJ/mol},\\
\text{B(NH}_2)_3:&\quad -191.622972+191.636234=0.013262\ \text{hartree}=34.8\ \text{kJ/mol}.
\end{aligned}
\]

The MP2 barriers are

\[
\begin{aligned}
\text{H}_2\text{BNH}_2:&\quad 140\ \text{kJ/mol}\ (33.6\ \text{kcal/mol}),\\
\text{B(NH}_2)_3:&\quad 32\ \text{kJ/mol}\ (7.6\ \text{kcal/mol}).
\end{aligned}
\]

The tempting answer for B(NH₂)₃ is too high by more than a factor of four relative to the MP2 value.

The geometries point the same way. The B–N bond at the minimum is 1.390 Å in H₂BNH₂ and 1.433 Å in B(NH₂)₃. This would fit a weaker \(\pi\) bond in the triamide, although bond orders were not computed. Turning lengthens the bond by 0.080 Å in the first molecule and by 0.051 Å in the second. In both saddles the turned nitrogen is clearly pyramidal, with angle sums of 324.0° and 331.9°.

The ratio of the MP2 barriers is 0.23, below the model's lower bound of 0.318. If \(b\) and \(D\) are the same in both molecules, competition in this model cannot account for the whole reduction. Something else must contribute.

## How much comes from the empty orbital

To separate the contributions, start from planar B(NH₂)₃ and turn its groups rigidly, one after another. The number in place goes through \(n=3,2,1,0\), with all bond lengths and bond angles held fixed. At each stage the energy is computed twice: with the full basis, \(E_n\), and without the boron basis functions that are odd in \(z\), \(E_n^{\text{cut}}\). The deleted functions are those that form the empty \(\pi\) orbital, together with two d functions of the same mirror symmetry. Define the acceptor gain as

\[
S_n=E_n^{\text{cut}}-E_n .
\]

Substituting \(E_n=E_n^{\text{cut}}-S_n\) into the cost of a turn gives

\[
E_{n-1}-E_n=\underbrace{(S_n-S_{n-1})}_{\text{acceptor share}}+\underbrace{(E_{n-1}^{\text{cut}}-E_n^{\text{cut}})}_{\text{rest}} .
\]

The RHF results, in kJ/mol, are:

| Rigid turn | Total | Acceptor | Rest |
|---|---:|---:|---:|
| H₂BNH₂, 1→0 | 152.9 | 87.9 | 65.0 |
| B(NH₂)₃, 1→0 | 156.2 | 67.9 | 88.3 |
| B(NH₂)₃, 2→1 | 93.6 | 39.5 | 54.0 |
| B(NH₂)₃, 3→2 | 49.9 | 26.1 | 23.8 |

Within B(NH₂)₃ the acceptor share falls from 67.9 to 39.5 to 26.1 kJ/mol as more donors are in place. The gain from the empty orbital saturates, as competition requires, in one molecule with the same ligands throughout. The fall can also contain changes in the acceptor itself, since turning a neighbouring group alters the surroundings of boron. The population of the deleted boron functions also saturates. The output calls it a p-pi population, but it includes the two d functions. It rises from 0.100 to 0.281, 0.365 and 0.411 electrons, so successive donors add 0.181, 0.084 and 0.046.

When the other two groups have been turned away, the remaining one costs 156 kJ/mol to turn, close to the 153 kJ/mol of H₂BNH₂. The agreement is partly accidental, since the acceptor share is 20 kJ/mol smaller in the triamide and the rest is 23 kJ/mol larger.

The size of the effect depends on the comparison:

- Between the molecules, the rigid barrier falls by \(152.9-49.9=103.0\) kJ/mol. The acceptor accounts for \(87.9-26.1=61.8\) kJ/mol, or 60%. This includes any change in the acceptor caused by replacing B–H bonds with B–N bonds.
- Within B(NH₂)₃, the cost falls by \(156.2-49.9=106.3\) kJ/mol between the 1→0 and 3→2 turns. The acceptor accounts for \(67.9-26.1=41.8\) kJ/mol, or 39%.

The smaller gain from the empty orbital is thus a large cause of the low barrier, but not the sole one. Both percentages include changes in the acceptor as well as competition for it, so they do not measure competition alone. The rest collects everything else, including \(\sigma\) bonding, electrostatics and direct interactions between the groups and their lone pairs, which were not separated. Within B(NH₂)₃ it grows by about 30 and then 34 kJ/mol from one turn to the next. The calculation does not identify the cause of this growth.

The division itself has limits. Deleting basis functions is a diagnosis that depends on the basis, not a measurable quantity. Adding diffuse functions (6-31+G*) changes the rigid totals by less than 3 kJ/mol, but the acceptor shares become 78.5 kJ/mol for H₂BNH₂ and 62.2, 39.0 and 28.8 kJ/mol for B(NH₂)₃. The two percentages then drop from 60% to 49% and from 39% to 31%, so they are good to about ten points at best. \(S_n\) also contains donation from the N–H bonds of turned groups, which is why the boron population is not zero at \(n=0\).

The shares also test the orbital model. The observed ratio of third to first share is \(26.1/67.9=0.38\). Setting \(y=25\) reproduces it:

\[
\frac{\sqrt{76}-\sqrt{51}}{\sqrt{26}-1}=0.385 .
\]

The same \(y\) predicts \((\sqrt{51}-\sqrt{26})/(\sqrt{26}-1)=0.50\) for the second share relative to the first, whereas the computed value is \(39.5/67.9=0.58\). The model gives the direction and the saturation, but one value of \(b/D\) does not describe all three turns exactly. The fitted value depends on the basis: with 6-31+G* the two ratios are 0.46 and 0.63, and \(y=6\) gives 0.46 and 0.58.

The populations disagree more strongly. In the lower mixed level the acceptor has weight \(\varepsilon_-^2/(\varepsilon_-^2+b^2C)\), so two electrons give it a population of \(1-1/\sqrt{1+yC}\). For \(y=25\) and one donor this is 0.80, whereas the computed population at \(n=1\) is 0.281. That value is a Mulliken population; a Löwdin population of the same functions is 0.41, and \(y=6\) would lower the model value to 0.62. The model still puts too much charge on boron, but the size of the gap depends on the basis and on the population scheme. This suggests, without proving it, that sharing an orbital at fixed \(b\) and \(D\) does not explain the whole fall in the acceptor share.

Finally, the rigid costs exceed the RHF barriers because the saddles relax, by bond stretching and pyramidalisation among other changes. In H₂BNH₂ the cost drops from 152.9 to 122.9 kJ/mol. In B(NH₂)₃ it drops from 49.9 to 34.4 kJ/mol when both are measured from the planar form. Relaxation lowers both barriers and leaves the large difference in place.

## Reliability and meaning

Going from RHF to MP2 raises the H₂BNH₂ barrier by 17.5 kJ/mol and lowers that of B(NH₂)₃ by 2.8 kJ/mol. The larger 6-31​1+G** basis, at the same geometries, changes the H₂BNH₂ value from 140 to 134 kJ/mol. For B(NH₂)₃, measured from the planar form, the same change of basis moves the MP2 barrier from 30.8 to 31.5 kJ/mol; at MP2/6-31G* the planar form lies about 1 kJ/mol above the relaxed reference. The torsional zero-point energy lost at the saddle is estimated as 5 kJ/mol for H₂BNH₂. The estimate for B(NH₂)₃, 2 kJ/mol, is less secure because it uses the planar form and counts its negative curvatures by magnitude. Other vibrational changes and correlation beyond MP2 are left out. The corrections that were sized are small beside the MP2 difference of 108 kJ/mol.

At 300 K the estimate \(k=(k_BT/h)\,e^{-E/RT}\), without entropy or tunnelling, gives about \(2\times10^{-12}\) s⁻¹ for H₂BNH₂ and \(2\times10^{7}\) s⁻¹ for B(NH₂)₃. An error of 6 kJ/mol in a barrier changes its rate by a factor of about 11. For H₂BNH₂ the larger basis and the torsional zero-point energy together lower the barrier by about 11 kJ/mol, which raises the rate to about \(2\times10^{-10}\) s⁻¹. Even the powers of ten are therefore uncertain. The Wigner tunnelling factors, 1.5 and 1.1, matter less. If the barrier of 32 kJ/mol is right to within 10 kJ/mol, this estimate has rotation exchange the two N–H positions of an amino group within a few microseconds in isolated B(NH₂)₃. In isolated H₂BNH₂ the two rates given above correspond to mean waiting times of more than ten thousand years and about 160 years. These rates count a single saddle. The turn can go either way round, and the turned nitrogen can bend to either side, so four equivalent saddles lead to the exchange. Counting all four makes the waiting times four times shorter, about 40 years for the faster rate.

Boron amides used as deposition precursors can carry alkyl groups on nitrogen, as in tris(dimethylamino)borane. The assumption that fails there is the small size of the N–H groups: crowding between methyl groups twists the amino groups out of the plane even at the minimum. This changes both the donation and the contacts, by an amount not computed here, so 32 kJ/mol should not be carried over to such a precursor. What carries over is the reason for caution: a B–N rotation barrier depends on the other donors attached to the same boron atom. The remaining computed values are in the numerical output.

## Computed results

```
Model: D = 8.0 eV, b = 3.0 eV
Model turning cost W1, W2, W3 (eV): 2.000, 1.662, 1.453
Model W3/W1: 0.726; strong-coupling limit 0.318
--- H2BNH2
RHF energy, minimum and saddle (hartree): -81.488026, -81.441203
Negative out-of-plane curvatures of planar form: 0
Energy gained by leaving planarity: 0.00 kJ/mol
B-N length of turning group, minimum and saddle: 1.390, 1.470 angstrom
Angle sum at its N, minimum and saddle: 360.0, 324.0 degrees
Negative mirror-odd curvatures at saddle: 1; mode 746i cm^-1
Barrier RHF: 122.9 kJ/mol
Barrier MP2: 140.4 kJ/mol = 33.6 kcal/mol
Torsional zero-point energy, estimate: 5.3 kJ/mol
Wigner tunnelling factor at 300 K: 1.53
Rough rate at 300 K, no entropy or tunnelling: 2.2e-12 s^-1
Barrier MP2/6-311+G**, same geometries: 134.4 kJ/mol
Rigid turn n=1->0: total 152.9, acceptor share 87.9, rest 65.0 kJ/mol
Boron p-pi population, n=0 upward (electrons): 0.039, 0.260
--- B(NH2)3
RHF energy, minimum and saddle (hartree): -191.636234, -191.622972
Negative out-of-plane curvatures of planar form: 2
Energy gained by leaving planarity: 0.38 kJ/mol
B-N length of turning group, minimum and saddle: 1.433, 1.484 angstrom
Angle sum at its N, minimum and saddle: 355.8, 331.9 degrees
Negative mirror-odd curvatures at saddle: 1; mode 337i cm^-1
Barrier RHF: 34.8 kJ/mol
Barrier MP2: 32.0 kJ/mol = 7.6 kcal/mol
Torsional zero-point energy, estimate: 2.3 kJ/mol
Wigner tunnelling factor at 300 K: 1.11
Rough rate at 300 K, no entropy or tunnelling: 1.7e+07 s^-1
Shortest H-H distance between groups: 2.58 angstrom
Rigid turn n=1->0: total 156.2, acceptor share 67.9, rest 88.3 kJ/mol
Rigid turn n=2->1: total 93.6, acceptor share 39.5, rest 54.0 kJ/mol
Rigid turn n=3->2: total 49.9, acceptor share 26.1, rest 23.8 kJ/mol
Boron p-pi population, n=0 upward (electrons): 0.100, 0.281, 0.365, 0.411
--- Comparison
Barrier lowering, RHF and MP2: 88.1, 108.5 kJ/mol
MP2 barrier ratio B(NH2)3 / H2BNH2: 0.228
Rigid-barrier lowering: total 103.0, from acceptor share 61.8 kJ/mol
Acceptor share in B(NH2)3, third donor / first donor: 0.385
```
